# Transport Cross Section of a Cylindrical Line Defect from Phase Shifts

A repulsive cylinder of radius 0.150 nm and height 3.00 eV, standing for the core of a dislocation in a copper-like metal, has a total cross section of 0.158 nm for electrons that strike it at right angles with the Fermi energy of 7.00 eV. The cross section that measures their loss of forward momentum is only 0.050 nm. Both are areas per unit length of line, hence lengths. The smaller value follows from the result

\[
\sigma_{\rm tr}=\frac{2}{k}\sum_{m=-\infty}^{\infty}\sin^2(\delta_m-\delta_{m+1}),
\]

in which the phase shifts \(\delta_m\) enter only through differences between neighbours.

Let the defect lie along \(z\), and let its static potential \(V(r)\) depend only on the distance \(r\) from that axis. The electrons have one parabolic band, and spin is not flipped. In atomic units (\(\hbar=m_e=e=1\)) the wave function is \(e^{ik_zz}\psi(r,\theta)\): the momentum along the line is conserved, and what remains is a problem in the plane with energy \(k^2/2\), where \(k^2=k_{\rm total}^2-k_z^2\). The symbol \(k\) always means this perpendicular wave number. For \(\psi=R_m(r)e^{im\theta}\) the Schrödinger equation gives

\[
R_m''+\frac1rR_m'+\left(k^2-\frac{m^2}{r^2}-2V\right)R_m=0 .
\]

We assume that \(V\) falls off fast enough for the waves to become free at large \(r\) and for the sums below to converge. Then, outside the defect, \(R_m\) is a combination of the Bessel functions \(J_m\) and \(Y_m\), and the phase shift is defined by

\[
R_m=\cos\delta_m\,J_m(kr)-\sin\delta_m\,Y_m(kr).
\]

The scattering amplitude \(f\) is defined by the form of the wave far away, \(\psi\to e^{ikx}+f(\theta)e^{ikr}/\sqrt r\). The incident wave has unit density and flux \(k\), so \(k|f|^2d\theta\) electrons per unit time and length go into \(d\theta\). Each loses forward momentum \(k(1-\cos\theta)\). The force per length on the defect is therefore \(k^2\sigma_{\rm tr}\), with

\[
\sigma_{\rm tr}=\int_0^{2\pi}(1-\cos\theta)|f(\theta)|^2d\theta .
\]

The same force is the reaction to the force \(-\partial V/\partial x\) on the electrons, so that \(k^2\sigma_{\rm tr}=\int|\psi|^2(\partial V/\partial x)\,d^2r\).

To find \(f\), we expand the plane wave. The generating function \(e^{(u/2)(t-1/t)}=\sum_mJ_m(u)t^m\), taken at \(u=kr\) and \(t=ie^{i\theta}\), has \(t-1/t=2i\cos\theta\) and gives

\[
e^{ikr\cos\theta}=\sum_m i^mJ_m(kr)e^{im\theta}.
\]

The functions \(H_m^{\pm}=J_m\pm iY_m\) are outgoing and incoming waves. Inserting \(J_m=(H_m^++H_m^-)/2\) and \(Y_m=(H_m^+-H_m^-)/(2i)\) in \(R_m\) yields

\[
R_m=\tfrac12\left(e^{i\delta_m}H_m^++e^{-i\delta_m}H_m^-\right).
\]

The defect may change only the outgoing part of the plane wave. The factor \(e^{-i\delta_m}\) on the incoming part must therefore be cancelled, and the full solution is \(\psi=\sum_mi^me^{i\delta_m}R_me^{im\theta}\). Subtracting the plane wave leaves

\[
\psi-e^{ikx}=\sum_m i^m\,\frac{e^{2i\delta_m}-1}{2}\,H_m^+e^{im\theta}
=\sum_m i^m\,ie^{i\delta_m}\sin\delta_m\,H_m^+e^{im\theta}.
\]

At large \(r\), \(H_m^+\to\sqrt{2/(\pi kr)}\,e^{i(kr-m\pi/2-\pi/4)}\). The factor \(e^{-im\pi/2}\) cancels \(i^m\), and \(ie^{-i\pi/4}=e^{i\pi/4}\), so

\[
f(\theta)=\sqrt{\frac{2}{\pi k}}\,e^{i\pi/4}\sum_mc_me^{im\theta},\qquad c_m=e^{i\delta_m}\sin\delta_m .
\]

The square \(|f|^2\) contains the products \(c_mc_n^*e^{i(m-n)\theta}\). Integrated over the circle, only \(m=n\) survives, with weight \(2\pi\):

\[
\sigma_{\rm tot}=\frac{2}{\pi k}\,2\pi\sum_m|c_m|^2=\frac4k\sum_m\sin^2\delta_m .
\]

With the extra factor \(\cos\theta=(e^{i\theta}+e^{-i\theta})/2\), only \(m-n=\pm1\) survives, each with weight \(\pi\). The two contributions are complex conjugates, and

\[
\int\cos\theta\,|f|^2d\theta=\frac2k\sum_m2\,{\rm Re}(c_mc_{m+1}^*)
=\frac4k\sum_m\sin\delta_m\sin\delta_{m+1}\cos(\delta_m-\delta_{m+1}).
\]

Because \(\sum\sin^2\delta_m\) converges and runs over all integers, its index may be shifted by one: \(\sum\sin^2\delta_m=\frac12\sum(\sin^2\delta_m+\sin^2\delta_{m+1})\). Hence

\[
\sigma_{\rm tr}=\frac2k\sum_m\left[\sin^2\delta_m+\sin^2\delta_{m+1}-2\sin\delta_m\sin\delta_{m+1}\cos(\delta_m-\delta_{m+1})\right].
\]

Write \(a=\delta_m\), \(b=\delta_{m+1}\) and expand the last cosine as \(\cos a\cos b+\sin a\sin b\). The bracket becomes

\[
\begin{aligned}
&\sin^2a+\sin^2b-2\sin^2a\sin^2b-2\sin a\cos a\sin b\cos b\\
&=\sin^2a\cos^2b+\cos^2a\sin^2b-2\sin a\cos b\cos a\sin b\\
&=(\sin a\cos b-\cos a\sin b)^2=\sin^2(a-b),
\end{aligned}
\]

which proves the result. Adding \(\pi\) to any phase changes nothing, so the branch of \(\delta_m\) is immaterial here. Nor did the algebra use \(\delta_{-m}=\delta_m\), although \(V(r)\) implies it, since the radial equation contains only \(m^2\).

The formula was compared with a calculation that uses no partial waves. For \(V=0.40\,e^{-r^2/w^2}\) hartree, with \(w=2.50\) bohr and \(k=0.70\) bohr\(^{-1}\), the wave equation was solved as an integral equation in the plane. The angular integral of \((1-\cos\theta)|f|^2\) gave \(\sigma_{\rm tr}=4.3922\) bohr, and so did the force on the defect. The phase formula gave 4.3924 bohr, a relative difference of about \(4\times10^{-5}\).

For the uniform cylinder of radius \(a\) and height \(V_0\), the inner solution is \(J_m(\kappa r)\) with \(\kappa^2=k^2-2V_0\). (When \(k^2<2V_0\), it is the modified function \(I_m(|\kappa|r)\).) Let \(L_m=R_m'/R_m\) at \(r=a\), taken from inside. Equating it to the outer value gives

\[
\tan\delta_m=\frac{kJ_m'(ka)-L_mJ_m(ka)}{kY_m'(ka)-L_mY_m(ka)} .
\]

In the example \(k=13.555\) nm\(^{-1}\) and \(ka=2.033\). The phases for \(m=0,1,2,3\) are \(-0.6398\), \(-0.2954\), \(-0.0626\) and \(-0.0065\) rad; they are negative because the core repels. The pairs \((0,1)\), \((1,2)\), \((2,3)\) and \((3,4)\) contribute 0.11397, 0.05326, 0.00314 and 0.00004. Each has an equal partner at negative \(m\), so the full sum, called \(S\), is

\[
S=2(0.11397+0.05326+0.00314+0.00004)=0.3408,
\]

and \(\sigma_{\rm tr}=2(0.3408)/(13.555\ {\rm nm}^{-1})=0.0503\) nm, or 0.503 Å. The mean cosine of the scattering angle is \(1-\sigma_{\rm tr}/\sigma_{\rm tot}=1-0.0503/0.1576=0.68\). The phases for \(m=0\) and \(m=\pm1\) have the same sign, so their waves add in the forward direction, and this forward weight makes the transport cross section the smaller of the two.

When \(k\to0\), only \(\delta_0\) matters. The pairs \((-1,0)\) and \((0,1)\) then give \(\sigma_{\rm tr}=(4/k)\sin^2\delta_0=\sigma_{\rm tot}\), as isotropic scattering requires. For small argument \(J_0\to1\), \(kJ_0'\to0\), \(Y_0\to(2/\pi)[\ln(ka/2)+\gamma]\) and \(kY_0'\to2/(\pi a)\), where \(\gamma\) is Euler's constant. The matching formula becomes

\[
\tan\delta_0\to\frac{\pi/2}{\ln(ka/2)+\gamma-1/(L_0a)} .
\]

Thus \(S\) vanishes as \(\pi^2/[2\ln^2(ka)]\), while \(\sigma_{\rm tr}=2S/k\) grows without limit. The leading form is approached very slowly: for the cylinder of the example \(S\) is still only 73% of it at \(ka=10^{-4}\), so the constants in the denominator must be kept in practice.

The opposite limit is a hard cylinder with \(x=ka\gg1\). For \(0<m<x\), away from the edge, \(J_m(x)\) and \(Y_m(x)\) are proportional to the cosine and sine of \(\Phi-\pi/4\), with \(\Phi=\sqrt{x^2-m^2}-m\arccos(m/x)\). The condition \(R_m(a)=0\) then reads \(\cos(\delta_m+\Phi-\pi/4)=0\), so \(\delta_m=3\pi/4-\Phi\) up to multiples of \(\pi\), and differentiation gives \(d\delta_m/dm=\arccos(m/x)\). This is the difference between neighbouring phases, up to sign, and its squared sine is \(1-m^2/x^2\). Therefore

\[
\sigma_{\rm tr}\to\frac2k\,2\int_0^x\left(1-\frac{m^2}{x^2}\right)dm=\frac{8a}{3} .
\]

Classical reflection gives the same. An impact parameter \(a\cos(\theta/2)\) leads to deflection \(\theta\), the cross section per angle is \((a/2)\sin(\theta/2)\), and \(\int_0^{2\pi}(1-\cos\theta)(a/2)\sin(\theta/2)\,d\theta=8a/3\). In the total cross section, the rapidly varying \(\sin^2\delta_m\) averages to \(1/2\) over about \(2ka\) values of \(m\), which gives \(4a\), twice the geometrical width. The excess is forward diffraction, which carries little momentum loss. At \(ka=400\) the sums give \(\sigma_{\rm tr}/a=2.668\) and \(\sigma_{\rm tot}/a=4.037\), against limits of 2.667 and 4.

For the resistivity, take parallel, uncorrelated lines with \(N\) per unit area and a current across them. Let the electron distribution deviate from equilibrium as \(\cos\varphi\), where \(\varphi\) is the direction of motion in the plane. Scattering out of and into each direction makes the deviation decay at the rate

\[
Nk\int|f(\theta)|^2[\cos\varphi-\cos(\varphi+\theta)]\,d\theta=Nk\sigma_{\rm tr}\cos\varphi .
\]

The term in \(\sin\theta\) vanishes because \(|f|^2\) is even for \(V(r)\). Hence \(1/\tau=Nk\sigma_{\rm tr}=2NS(k)\): the speed cancels the factor \(1/k\). On the Fermi sphere \(k=k_F\sin\Theta\), where \(\Theta\) is the angle to the line. The Boltzmann conductivity is

\[
\sigma_{xx}=\frac{2}{(2\pi)^3}\int d^3k\,v_x^2\,\tau\,\delta(E-E_F)
=\frac{k_F^3}{4\pi^2}\int_0^\pi\sin^3\Theta\,\tau\,d\Theta .
\]

Here \(v_x=k_F\sin\Theta\cos\varphi\), the azimuthal integral gives \(\pi\), and the energy delta function leaves \(1/k_F\). With the electron density \(n=k_F^3/(3\pi^2)\), this is \(n\langle\tau\rangle\), where \(\langle\cdot\rangle\) is the average with weight \(\frac34\sin^3\Theta\). So \(\rho=1/(n\langle\tau\rangle)\).

If \(S\) kept its value at normal incidence, then in ordinary units \(\rho/N=2\hbar S/(ne^2)\). With \(\hbar/e^2=4108\) ohm and \(n=84.1\) nm\(^{-3}\), this is 33 ohm nm\(^3\), or \(3.3\times10^{-20}\) ohm cm\(^3\). The full average gives \(4.3\times10^{-20}\) ohm cm\(^3\), because \(S\) is larger for much of the oblique incidence. At \(N=10^{11}\) cm\(^{-2}\) the core-only resistivity is 0.0043 µohm cm.

Phonons change this average. If they add a uniform rate \(\nu\) much larger than the defect rate \(\nu_d\), then \(\langle1/(\nu+\nu_d)\rangle\approx1/\nu-\langle\nu_d\rangle/\nu^2\), and the added resistivity is \(\langle\nu_d\rangle/n\). The rate itself is now averaged, not its inverse, and \(\langle\nu_d\rangle\ge1/\langle1/\nu_d\rangle\). With a rough phonon resistivity of 1.7 µohm cm at 300 K, the increment is 0.0046 µohm cm, 7% above the core-only value and about 0.3% of the phonon part.

The strain field of an edge dislocation lies outside the theorem, since it depends on angle and falls only as \(1/r\). Its size can be estimated separately. Isotropic elasticity gives a dilatation of magnitude \((b/2\pi)[(1-2\nu_P)/(1-\nu_P)]\sin\phi/r\), with Burgers length \(b=0.256\) nm and Poisson ratio \(\nu_P=0.34\). Since \(E_F\propto n^{2/3}\), local neutrality turns a dilatation \(\Delta\) into a potential \(\frac23E_F\Delta\). Thus \(V=A\sin\phi/r\) up to sign, with \(A=0.092\) eV nm. In first Born order \(|f|^2=|\tilde V(\mathbf q)|^2/(2\pi k)\). The angular integral of the Fourier transform gives \(-2\pi i\sin\phi_q\,J_1(qr)\), and \(\int_0^\infty J_1(qr)\,dr=1/q\), so \(|\tilde V|=2\pi A|\sin\phi_q|/q\). With \(q^2=2k^2(1-\cos\theta)\), the transport weight cancels the forward divergence:

\[
(1-\cos\theta)|f|^2=\frac{\pi A^2\sin^2\phi_q}{k^3},\qquad
\overline{\sigma}_{\rm tr}=\frac{\pi^2A^2}{k^3},
\]

where the bar averages over incident directions and replaces \(\sin^2\phi_q\) by \(1/2\). At \(k_F\) this is 0.0058 nm, 12% of the core value; at \(k_F/2\) the ratio is 21%. Averaged over the Fermi sphere, the strain rate is 13% of the core rate. These figures are generous, because the integral over \(r\) starts at zero and so includes the core, where elasticity fails and which the cylinder already represents. Starting it at \(r=a\) multiplies \(\tilde V\) by \(J_0(qa)\), since \(\int_a^\infty J_1(qr)\,dr=J_0(qa)/q\). The three ratios then fall to about 3%, 9% and 4%. The estimate also omits interference between strain and core. Local neutrality overstates the potential where \(q\) is not small compared with the inverse screening length, and first Born order fails for grazing electrons as \(k\to0\).

The barrier also displaces charge. In a large cylinder of radius \(\mathcal R\), the allowed wave numbers obey \(k\mathcal R+\delta_m={}\)constant\({}+\pi j\) with integer \(j\), so the defect adds \(\delta_m/\pi\) states below \(k\) in each channel. Two spins and the density \(dk_z/2\pi\) of motions along the line give

\[
\Delta Q=\frac{2}{\pi^2}\int_0^{k_F}dk_z\sum_m\delta_m ,
\]

with phases that go continuously to zero as the barrier is removed. The result is \(-3.37\) electrons per nm, or \(-0.86\) per Burgers length. With one conduction electron per atom, a core lacking roughly one atom per Burgers length would balance it. The potential was not made self-consistent, so this is a measure of what the chosen barrier implies.

For real copper, reported dislocation resistivities are roughly 1 to \(2\times10^{-19}\) ohm cm\(^3\), about three to six times the model value of \(3\times10^{-20}\) ohm cm\(^3\) found below for randomly directed lines. The density used here belongs to heavily worked metal and is far above that of annealed metal. Real lines also run in many directions. A line does not relax momentum along itself, so for random directions and dominant phonon scattering the increment falls by a factor \(2/3\), to about 0.003 µohm cm. Added to the core rate without interference, the Born estimate of the strain would raise it by about 4% if only the region outside the core is counted, and by 13% if the strain potential is continued to the axis; interference can change these figures appreciably. The gap to experiment remains. Dislocations in copper are split into partials with a stacking fault between them, and the metal has a real band structure; the model omits both, and their effect on the number was not computed.

Two further assumptions, a sharp Fermi energy and independent lines, can be checked within the model. Moving the energy by \(2kT\) at 300 K, about 0.05 eV, changes \(S\) at normal incidence by 1.4%. The mean line spacing of 31.6 nm is far larger than the Fermi wavelength of 0.46 nm. It is slightly shorter than the phonon mean free path of 39 nm, but an electron crossing the lines travels about \(1/(N\sigma_{\rm tot})\approx6\) µm between core collisions, so phonons usually intervene before a second core scatters it.

## Numbers as computed

```
Test Gaussian: k = 0.70 1/bohr, width = 2.50 bohr
Test Gaussian height = 0.40 hartree
Test sigma_tr, integral equation = 4.39222 bohr
Test sigma_tr, force on defect = 4.39222 bohr
Test sigma_tr, phase formula = 4.39238 bohr
Hard cylinder ka = 400: sigma_tr/a = 2.6678
Hard cylinder ka = 400: sigma_tot/a = 4.0367
Fermi energy = 7.00 eV
Core height = 3.00 eV, radius = 0.150 nm
Fermi wave number = 13.5546 1/nm
k times core radius = 2.0332
m=0: delta=-0.639803 rad, next-pair sin^2=0.113966
m=1: delta=-0.295449 rad, next-pair sin^2=0.053264
m=2: delta=-0.062559 rad, next-pair sin^2=0.003142
m=3: delta=-0.006480 rad, next-pair sin^2=0.000037
m=4: delta=-0.000373 rad, next-pair sin^2=0.000000
m=5: delta=-0.000014 rad, next-pair sin^2=0.000000
Sum over all m of sin^2 differences = 0.340819
Core sigma_tr = 0.05029 nm
Core sigma_tr = 0.5029 angstrom
Core sigma_tot = 0.15756 nm
Dislocation density = 1.00e+11 cm^-2
Electron density = 84.109 nm^-3
Specific core resistivity = 4.3035e-20 ohm cm^3
Core-only resistivity = 0.004304 uohm cm
Burgers length = 0.256 nm, Poisson ratio = 0.34
Strain amplitude A = 0.09219 eV nm
Strain Born sigma_tr at k_F = 0.00580 nm
Strain/core sigma_tr at k_F = 0.1153
Strain/core sigma_tr at k_F/2 = 0.2091
Strain/core mean rate on Fermi sphere = 0.1254
Temperature = 300 K, kT = 0.02585 eV
Rough phonon resistivity = 1.70 uohm cm
Core increment with phonons = 0.004594 uohm cm
Increment with phonons/core-only = 1.0676
S change at E_F-2kT = 1.378 percent
S change at E_F+2kT = -1.365 percent
Fermi wavelength = 0.4635 nm
Mean line spacing = 31.62 nm
Phonon mean free path = 38.95 nm
Displaced electrons per nm = -3.3733 1/nm
Displaced electrons per Burgers length = -0.8636
```
